# Piezoresistance of n-Type Silicon from Valley Repopulation

## The situation

Stretch a bar of n-type silicon along a cube axis and pass a current along the same axis. The bar gets longer and thinner, which should raise its resistance slightly. Instead the resistance falls, and by many times the small rise expected from the change of shape. The resistivity itself must have changed.

The usual measure is the coefficient \(\pi_{11}\), the relative change of resistivity per unit stress, with stress and current both along x. The value to be compared with is about \(-102\times10^{-11}\ \mathrm{Pa^{-1}}\). How much of it follows from electrons moving between conduction valleys?

Stress \(X\) is positive in tension. In six-component notation on the cube axes,

\[
\frac{\delta\rho_a}{\rho_0}=\sum_b \pi_{ab}X_b ,
\]

so \(\pi_{12}\) describes stress along x with current along y, and \(\pi_{44}\) links \(\delta\rho_{xy}\) to the shear stress \(X_{xy}\).

## 1. One valley, no stress

The conduction band has six equivalent minima, in pairs on the x, y and z axes. Label a pair by its axis \(i\). Near a minimum, with \(\mathbf k\) measured from it,

\[
E=E_i+w,\qquad w=\sum_a\frac{\hbar^2k_a^2}{2m_a},
\]

where \(m_a=m_l\) along the valley axis and \(m_a=m_t\) across it. Assume that the relaxation time \(\tau\) depends on \(w\) alone. The Boltzmann equation gives

\[
\sigma^{(i)}_{aa}\propto e^2\int d^3k\;v_a^2\,\tau(w)\left(-\frac{\partial f}{\partial w}\right),\qquad v_a=\frac{\hbar k_a}{m_a}.
\]

Set \(k_a=\sqrt{2m_a}\,p_a/\hbar\). Then \(w=p^2\) and \(v_a^2=2p_a^2/m_a\), whose average over directions of \(\mathbf p\) is \(2w/(3m_a)\). The volume element is proportional to \(\sqrt w\,dw\), with the same factor in the density \(n_i\). Therefore

\[
\sigma^{(i)}_{aa}=\frac{n_ie^2\bar\tau}{m_a},\qquad
\bar\tau=\frac{2}{3}\,\frac{\int w^{3/2}\tau\,(-\partial f/\partial w)\,dw}{\int w^{1/2}f\,dw}.
\]

For constant \(\tau\), integration by parts gives \(\bar\tau=\tau\), as it should. The mobilities are \(\mu_l=e\bar\tau/m_l\) and \(\mu_t=e\bar\tau/m_t\), with ratio

\[
L=\frac{\mu_t}{\mu_l}=\frac{m_l}{m_t}.
\]

Without stress each pair holds \(n/3\) electrons per volume. A current along x meets one pair with mobility \(\mu_l\) and two with \(\mu_t\):

\[
\sigma_0=\frac{ne}{3}(\mu_l+2\mu_t).
\]

## 2. The simple case: tension along x

Let strain move the valley edges without changing the masses. An edge on axis \(i\) shifts by

\[
\delta E_i=\Xi_d\,(\varepsilon_{xx}+\varepsilon_{yy}+\varepsilon_{zz})+\Xi_u\,\varepsilon_{ii}.
\]

Section 3 shows why two constants suffice. The \(\Xi_d\) term is common to all valleys, so the splitting is \(\delta E_x-\delta E_y=\Xi_u(\varepsilon_{xx}-\varepsilon_{yy})\).

Hooke's law reads \(X_{xx}=c_{11}\varepsilon_{xx}+c_{12}(\varepsilon_{yy}+\varepsilon_{zz})\), and similarly for y. Subtracting the two equations with \(X_{yy}=0\) gives

\[
\varepsilon_{xx}-\varepsilon_{yy}=\frac{X}{c_{11}-c_{12}}=(S_{11}-S_{12})X .
\]

With \(s=\Xi_u(S_{11}-S_{12})X\), the shifts measured from their mean are

\[
\Delta_x=\tfrac23 s,\qquad \Delta_y=\Delta_z=-\tfrac13 s .
\]

For \(\Xi_u>0\), tension raises the x valleys. Let the electrons be non-degenerate and their total density fixed. In extrinsic material with ionized donors it is strictly their number that is fixed; the volume change then dilutes them by \(\mathrm{tr}\,\varepsilon\), which for silicon adds only about \(+0.3\times10^{-11}\ \mathrm{Pa^{-1}}\) to both \(\pi_{11}\) and \(\pi_{12}\) and is neglected here. The fraction in the x pair is

\[
p=\frac{e^{-s/kT}}{e^{-s/kT}+2}\approx\frac13\left(1-\frac{2s}{3kT}\right).
\]

The conductivity along x is \(ne[p\mu_l+(1-p)\mu_t]\), so at any splitting

\[
\frac{\rho}{\rho_0}=\frac{1+2L}{3\,[\,p+(1-p)L\,]} .
\]

To first order, \(p+(1-p)L=\frac13(1+2L)+\frac{2s}{9kT}(L-1)\). Dividing by \(\frac13(1+2L)\) and taking the reciprocal,

\[
\frac{\delta\rho}{\rho_0}=-\frac{2s}{3kT}\,\frac{L-1}{2L+1},
\]

\[
\boxed{\;\pi_{11}=-\frac{2}{3}\,\frac{\Xi_u(S_{11}-S_{12})}{kT}\,\frac{L-1}{2L+1}\;}
\]

The sign is now clear. Electrons leave the raised x valleys, where they are heavy along the current, for valleys where they are light along it.

**Limits.** If \(L=1\), the valleys are spherical and moving electrons between them changes nothing. If \(L\to\infty\), the last factor tends to \(1/2\), so for \(L>1\)

\[
|\pi_{11}|<\frac{\Xi_u(S_{11}-S_{12})}{3kT}.
\]

At large tension \(p\to0\) and \(\rho/\rho_0\to(1+2L)/(3L)\): the effect saturates once the x valleys are empty.

## 3. Any stress, and the full tensor

**The shift.** Take a z valley and write its shift as a general linear function of strain. The mirror \(x\to-x\) maps the valley onto itself but reverses \(\varepsilon_{xy}\) and \(\varepsilon_{xz}\), so neither can appear. The mirror \(y\to-y\) removes \(\varepsilon_{yz}\). Exchange of x and y gives \(\varepsilon_{xx}\) and \(\varepsilon_{yy}\) equal coefficients. What remains is \(a(\varepsilon_{xx}+\varepsilon_{yy})+b\,\varepsilon_{zz}\), which is the form used above with \(\Xi_d=a\) and \(\Xi_u=b-a\).

For any stress, \(\varepsilon_{ii}=(S_{11}-S_{12})X_{ii}+S_{12}\,\mathrm{tr}X\), and \(\mathrm{tr}\,\varepsilon=(S_{11}+2S_{12})\,\mathrm{tr}X\). Subtracting the mean shift,

\[
\Delta_i=\Xi_u\left(\varepsilon_{ii}-\tfrac13\mathrm{tr}\,\varepsilon\right)
=\Xi_u(S_{11}-S_{12})\left(X_{ii}-\tfrac13\mathrm{tr}X\right).
\]

**The conductivity.** Since \(\sum_i\Delta_i=0\), the populations change by \(\delta n_i=-(n/3)\Delta_i/kT\). The mobility of pair \(i\) along \(a\) is \(\mu_t+(\mu_l-\mu_t)\delta_{ai}\). Its constant part cancels in the sum over valleys, leaving

\[
\delta\sigma_{aa}=-\frac{ne}{3kT}(\mu_l-\mu_t)\Delta_a,\qquad
\frac{\delta\sigma_{aa}}{\sigma_0}=\frac{\Delta_a}{kT}\,\frac{L-1}{2L+1}.
\]

To first order \(\delta\rho/\rho_0=-\delta\sigma/\sigma_0\). For stress along x, \(\Delta_y=-\Delta_x/2\), so

\[
\pi_{12}=-\tfrac12\pi_{11}.
\]

A shear stress on the cube axes has \(X_{ii}=0\) and shifts no valley. Each valley's mobility tensor is diagonal on these axes, so no \(\sigma_{xy}\) appears either:

\[
\pi_{44}=0 .
\]

This zero belongs to the repopulation model. The same mirrors allow a term \(\varepsilon_{xy}k_xk_y\) in the energy of a z valley, because both factors change sign together. Such a term makes the round cross-section of the mass ellipsoid elliptical, with axes along the diagonals of the xy plane, and can produce a \(\sigma_{xy}\) linear in shear. Symmetry therefore forbids a shift linear in shear but not a non-zero \(\pi_{44}\) in the real crystal.

**Test on hydrostatic stress.** With \(X_{xx}=X_{yy}=X_{zz}=X\), all \(\Delta_i\) vanish. The definition of the coefficients gives \(\delta\rho_{xx}/\rho_0=(\pi_{11}+2\pi_{12})X\), so at fixed electron density this sum must be zero, and it is. The argument uses neither the Boltzmann factor nor the value of \(L\). The ratio \(-1/2\) holds for any linear mechanism in which strain acts only through relative valley energies. It is a weaker test of the details than the magnitude of \(\pi_{11}\).

**Test on other directions.** For tension \(X\) along [110], \(X_{xx}=X_{yy}=X_{xy}=X/2\). The resistivity along the stress is \(\frac12(\rho_{xx}+\rho_{yy})+\rho_{xy}\), so its coefficient is

\[
\tfrac12(\pi_{11}+\pi_{12}+\pi_{44})=\tfrac14\pi_{11}.
\]

For tension along [111] the three \(X_{ii}\) are equal, no valley moves relative to another, and the model gives no effect.

**A contrasting crystal.** Put the valleys on the four cube diagonals instead, with unit vectors \(\mathbf a\) and \(n/4\) electrons on each axis. Stress along x shifts all of them equally, so \(\pi_{11}=\pi_{12}=0\). Under shear, \(\varepsilon_{xy}=X_{xy}/(2c_{44})\) and

\[
\delta E=2\Xi_u a_xa_y\varepsilon_{xy}=\frac{\Xi_u a_xa_yX_{xy}}{c_{44}},\qquad a_xa_y=\pm\tfrac13 .
\]

The xy mobility of a valley is \((\mu_l-\mu_t)a_xa_y\). The product contains \((a_xa_y)^2=1/9\) for every valley, so the contributions add:

\[
\delta\sigma_{xy}=-\frac{ne}{kT}\,\frac{\Xi_uX_{xy}}{9c_{44}}(\mu_l-\mu_t),\qquad
\pi_{44}=-\frac{\Xi_u}{3c_{44}kT}\,\frac{L-1}{2L+1}.
\]

The pattern is reversed. Where repopulation dominates, the large coefficients therefore distinguish valleys on the cube axes from valleys on the diagonals.

## 4. Numbers for silicon at 300 K

The inputs are rounded silicon parameters: \(\Xi_u=9\) eV, masses 0.92 and 0.19 electron masses, and \(c_{11},c_{12},c_{44}=166,64,80\) GPa. They give \(L=4.842\), \((L-1)/(2L+1)=0.3596\), \(\Xi_u/kT=348.1\) and \(S_{11}-S_{12}=9.804\times10^{-12}\ \mathrm{Pa^{-1}}\). Hence

\[
\pi_{11}=-\tfrac23(348.1)(9.804\times10^{-12})(0.3596)\ \mathrm{Pa^{-1}}
=-82\times10^{-11}\ \mathrm{Pa^{-1}},
\]

or \(-0.82\ \mathrm{GPa^{-1}}\), and \(\pi_{12}=+41\times10^{-11}\ \mathrm{Pa^{-1}}\).

These results were tested by integrating the Boltzmann equation over a three-dimensional k grid, with the full strain tensor, Fermi statistics and a chemical potential solved at fixed density. Finite differences in stress gave \(-81.81\) and \(40.90\), against \(-81.82\) and \(40.91\) from the formulas, in units of \(10^{-11}\ \mathrm{Pa^{-1}}\). The shear coefficient vanished to within \(10^{-5}\) of \(\pi_{11}\). With valleys on the cube diagonals the same calculation gave \(\pi_{44}=-52.16\) in these units, equal to the formula at the printed precision.

**A bar under 100 MPa.** The splitting is 8.82 meV, or \(0.3413\,kT\). The x share falls from 0.333 to 0.262; the linear estimate is 0.257. The linear law predicts a resistivity change of \(-8.2\%\), the full expression \(-7.1\%\). Two second-order effects cause the difference: fewer electrons leave the x valleys than the linear law says, and the reciprocal of a conductivity gain is a smaller relative loss.

The change of shape contributes \(\varepsilon_{xx}-2\varepsilon_{yy}=(7.67+2\times2.13)\times10^{-4}\), about \(+0.12\%\) of the resistance, or \(+0.15\%\) if the dilution of a fixed number of electrons by the volume change is included. It is indeed minor.

**The gap.** The model gives 0.80 of the reference value. Could the parameters be at fault? Since \(\pi_{11}\) is proportional to \(\Xi_u\), a value of 11.2 eV would be needed. Alternatively, the anisotropy factor would have to be \(F=0.3596\times102/81.82=0.448\). Solving \(F=(L-1)/(2L+1)\) gives

\[
L=\frac{1+F}{1-2F}\approx14 ,
\]

nearly three times the mass ratio. If \(\tau\) differed along and across the valley axis, \(L\) would become \((m_l/m_t)(\tau_t/\tau_l)\), so \(\tau_t/\tau_l\) would have to be about 2.9. The required \(L\) is large because the anisotropy factor is already at 72% of its limit of \(1/2\) and approaches it slowly: even \(L\to\infty\) gives only \(-114\times10^{-11}\ \mathrm{Pa^{-1}}\). A modest error in \(\Xi_u\) matters more than a modest error in \(L\).

## 5. When is the temperature law 1/T?

With \(\Xi_u\), the elastic constants and \(L\) independent of temperature, the formula gives \(\pi_{11}\propto1/T\). In units of \(10^{-11}\ \mathrm{Pa^{-1}}\) it yields \(-122.7\) at 200 K and \(-61.4\) at 400 K, and the k-space calculation at \(10^{22}\ \mathrm{m^{-3}}\) agrees. The factor \(1/kT\) came from Boltzmann statistics, so high doping must change it.

Let \(\zeta\) be the chemical potential and \(\eta=(\zeta-E_c)/kT\), with \(E_c\) the mean valley edge. Take \(\tau\propto w^{-1/2}\), the form for acoustic phonons. Then a valley's conductivity is proportional to

\[
\int_0^\infty w\left(-\frac{\partial f}{\partial w}\right)dw=\int_0^\infty f\,dw=kT\ln(1+e^{\eta_i}),\qquad \eta_i=\eta-\frac{\Delta_i}{kT}.
\]

Because \(\sum_i\Delta_i=0\), the density is unchanged to first order at fixed \(\eta\). Differentiating the logarithm of the conductivity,

\[
\frac{\delta\sigma^{(i)}}{\sigma^{(i)}}=-\frac{\Delta_i}{kT}P,\qquad
P=\frac{1/(1+e^{-\eta})}{\ln(1+e^{\eta})} .
\]

Thus \(\pi_{11}\) is multiplied by \(P\).

**Limits.** For \(\eta\to-\infty\), \(P\to1\) and the earlier result returns. For \(\eta\gg1\), \(P\to1/\eta\), so \(1/kT\) is replaced by \(1/(\zeta-E_c)\) and the temperature dependence fades.

At \(10^{26}\ \mathrm{m^{-3}}\) and 300 K, \(\eta=2.52\) and \(P=0.356\). The coefficient falls to \(-29\times10^{-11}\ \mathrm{Pa^{-1}}\), confirmed by the k-space calculation. Impurity scattering, which would matter at this doping, is left out of this estimate.

## 6. Scattering that notices the splitting

So far \(\tau(w)\) has been the same in every valley, stressed or not. But an electron can scatter to a valley on another axis by absorbing or emitting a phonon of energy \(\hbar\omega\). The number of final states depends on its energy above the other valley's edge, \(w+\Delta_i-\Delta_j\pm\hbar\omega\). Up to a common factor, take

\[
\frac1{\tau_i}=\frac{T}{T_0}\sqrt w+r\sum_{j\ne i}g(w+\Delta_i-\Delta_j),
\]

\[
g(u)=N\sqrt{u+\hbar\omega}+(N+1)\sqrt{u-\hbar\omega},
\]

with \(T_0=300\) K, \(N\) the phonon occupation, and the emission term present only for \(u>\hbar\omega\). The first term is acoustic scattering within a valley; \(r\) sets the intervalley strength. Intervalley events are assumed to randomize the velocity, so their rate is also a relaxation rate.

The sum runs over two other axes, and \(\sum_{j\ne i}(\Delta_i-\Delta_j)=2\Delta_i-(-\Delta_i)=3\Delta_i\). Therefore

\[
\delta\!\left(\frac1{\tau_i}\right)=3r\,\Delta_i\,g'(w),\qquad \delta\tau_i=-3r\,\Delta_i\,\tau^2g'(w).
\]

At the emission threshold \(w=\hbar\omega\) the slope \(g'\) is infinite and this expansion fails. The singularity goes only as \((w-\hbar\omega)^{-1/2}\), however, so it can be integrated and the first-order change of the conductivity is finite.

For non-degenerate electrons \(\sigma^{(i)}\propto n_i\langle\tau_i\rangle\), where \(\langle\cdot\rangle\) is the integral over \(w\) with weight \(w^{3/2}e^{-w/kT}\). Adding the changes of population and relaxation time,

\[
\frac{\delta\sigma^{(i)}}{\sigma^{(i)}}=-\Delta_i\left[\frac1{kT}+Q\right],\qquad
Q=3r\,\frac{\langle\tau^2g'\rangle}{\langle\tau\rangle}.
\]

The bracket replaces \(1/kT\) in \(\pi_{11}\). Both terms of \(g\) increase with energy, so \(Q>0\). Electrons in a raised valley are fewer and are also scattered more often, and the two effects reinforce each other. As \(r\to0\), repopulation alone remains. The ratio \(\pi_{12}=-\pi_{11}/2\) survives, as section 3 requires.

For an illustrative 50 meV phonon, \(r=0.25\), 0.5 and 1 give \(\pi_{11}=-94\), \(-102\) and \(-112\) at 300 K, in units of \(10^{-11}\ \mathrm{Pa^{-1}}\). The formula was tested against transport integrals at small finite stress, with the rates rebuilt from the shifted edges. That the middle value meets the reference is an accident of a round parameter, not a determination of \(r\). The result shows that this mechanism has the right sign and can be large enough to close the gap; it does not show that it accounts for all of it.

It also alters the temperature law. For \(r=0.5\) the enhancement factor \(1+kTQ\) is 1.140, 1.249 and 1.313 at 200, 300 and 400 K. Dividing the excess over 1 by \(T\) shows that \(Q\) varies by less than 20% over this range. So \(\pi_{11}\) behaves roughly as \(1/kT\) plus a constant, and falls more slowly than \(1/T\): its mean power between 200 and 400 K is \(T^{-0.80}\). That exponent belongs to these parameters: it is 0.87 for \(r=0.25\), 0.73 for \(r=1\), and 0.95 for a 20 meV phonon at \(r=0.5\). A measured fall somewhat slower than \(1/T\) in lightly doped material is therefore compatible with valley splitting as the cause of the piezoresistance. The numerical output follows.

## Computed values

```
Xi_u = 9.0 eV
m_l, m_t = 0.92, 0.19 electron masses
c11, c12, c44 = 166, 64, 80 GPa
T = 300 K, kT = 25.852 meV
S11 = 7.670, S12 = -2.134 (1e-12 per Pa)
S11-S12 = 9.804 (1e-12 per Pa)
L = 4.842, (L-1)/(2L+1) = 0.3596
Xi_u/kT = 348.1
Piezoresistance coefficients below in 1e-11 per Pa
formula pi11 = -81.82, pi12 = 40.91
k-space pi11 = -81.81, pi12 = 40.90
k-space |pi44/pi11| below 1e-5: True
reference pi11 = -102
formula/reference = 0.802
bound for L to infinity: pi11 = -113.8
L needed for reference = 14.0
Xi_u needed for reference = 11.2 eV
200 K: formula pi11 = -122.74, k-space -122.70
400 K: formula pi11 = -61.37, k-space -61.36
<111> control: formula pi44 = -52.16, k-space -52.16
light density = 1e+22 per m^3
heavy density = 1e+26 per m^3, N_c = 2.744e+25 per m^3
heavy: eta = 2.522, P = 0.356
heavy: formula pi11 = -29.14, k-space -29.14
intervalley phonon energy = 50 meV
r = 0.25, 300 K: factor 1.154, pi11 = -94.4
r = 0.50, 300 K: factor 1.249, pi11 = -102.2
r = 1.00, 300 K: factor 1.367, pi11 = -111.8
r = 0.50, 200 K: factor 1.140, pi11 = -139.9
r = 0.50, 400 K: factor 1.313, pi11 = -80.6
r = 0.50: mean power p in T^-p, 200-400 K = 0.796
example tension = 100 MPa
strain xx = 7.670, yy = -2.134 (1e-4)
valley splitting = 8.824 meV = 0.3413 kT
x-valley share: linear 0.2575, full 0.2622
resistivity change: linear -8.18 %, full -7.13 %
```
